# Sliding Polarization of Parallel-Stacked Honeycomb Bilayers from Symmetry

**Q.** A flat honeycomb layer of two species, B and N, has no out-of-plane dipole: reflection in its own plane leaves it unchanged. How can two such layers, stacked without any rotation, have one?

**A.** The stack need not have the mirror that each layer has. Take identical flat layers at heights $z=-d/2$ and $z=+d/2$, the top one being the bottom one raised by $d$ and shifted in-plane by $\mathbf r$. Reflection in the plane $z=0$ exchanges the layers, and in general produces a different stack. A dipole is then allowed.

Let $P(\mathbf r)$ be the out-of-plane dipole per area, positive when it points from bottom to top:

$$P=\frac1A\int_{\rm cell}z\,\rho(\mathbf x,z)\,d^2x\,dz .$$

Here $A$ is the cell area and $\rho$ the total charge density. The stack is finite along $z$ and neutral, so moving the origin of $z$ changes nothing, and $P$ has a unique value. I assume an insulating ground state that shares the symmetry of the stack.

**Q.** "Allowed" is weak. What does the lost mirror tell you about the value?

**A.** It relates two stacks. After the reflection, the unshifted layer is on top and the layer shifted by $\mathbf r$ is at the bottom. Translate everything by $-\mathbf r$: the bottom layer is now unshifted and the top one is shifted by $-\mathbf r$. The reflection reversed the dipole and the translation left it alone, so

$$P(-\mathbf r)=-P(\mathbf r).$$

Two more symmetries of the layer give further relations. Let $C$ be a rotation by $120^\circ$ about a vertical axis through an atom, and $M$ the reflection in a vertical plane containing a bond. Each maps the layer onto itself and leaves $z$ alone, but changes the shift to $C\mathbf r$ or $M\mathbf r$. Hence

$$P(C\mathbf r)=P(\mathbf r),\qquad P(M\mathbf r)=P(\mathbf r).$$

Finally, a shift by a lattice vector restores the same stack, so $P$ is periodic.

**Q.** Many functions are odd, periodic and threefold symmetric. Where does a particular formula come from?

**A.** From ordering the Fourier series by wavelength. Choose

$$\mathbf a_1=a(1,0),\quad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\quad \boldsymbol\tau=\tfrac13(\mathbf a_1+\mathbf a_2),$$

where $\boldsymbol\tau$ is the bond from B to N, and $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$. Periodicity gives $P=\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Because $P$ is real, $c_{-\mathbf G}=c_{\mathbf G}^*$; because it is odd, $c_{-\mathbf G}=-c_{\mathbf G}$. So $c_{\mathbf G}$ is imaginary. Write $c_{\mathbf G}=s_{\mathbf G}/(2i)$ with real $s_{\mathbf G}=-s_{-\mathbf G}$. Each pair $\pm\mathbf G$ then contributes

$$\frac{s_{\mathbf G}}{2i}\left(e^{i\mathbf G\cdot\mathbf r}-e^{-i\mathbf G\cdot\mathbf r}\right)=s_{\mathbf G}\sin\mathbf G\cdot\mathbf r .$$

The constant term is zero. The shortest nonzero vectors are $\pm\mathbf G_1,\pm\mathbf G_2,\pm\mathbf G_3$, with

$$\mathbf G_1=\mathbf b_1,\quad \mathbf G_2=\mathbf b_2,\quad \mathbf G_3=-\mathbf b_1-\mathbf b_2 .$$

The rotation takes $\mathbf G_1\to\mathbf G_2\to\mathbf G_3\to\mathbf G_1$. Since $\mathbf G\cdot C\mathbf r=(C^{-1}\mathbf G)\cdot\mathbf r$, rotational symmetry requires $s_{C\mathbf G}=s_{\mathbf G}$. The three coefficients are equal; call them $P_1$:

$$P(\mathbf r)=P_1\left[\sin\mathbf G_1\cdot\mathbf r+\sin\mathbf G_2\cdot\mathbf r+\sin\mathbf G_3\cdot\mathbf r\right]+\text{higher harmonics}.$$

**Q.** You have not used the bond mirror. Could it kill this term?

**A.** It could have, so it must be checked. For the bond along $\boldsymbol\tau$, $M$ swaps $\mathbf a_1$ and $\mathbf a_2$, and therefore $\mathbf b_1$ and $\mathbf b_2$. It exchanges $\mathbf G_1$ with $\mathbf G_2$ and keeps $\mathbf G_3$, so the sum of sines is unchanged and the term survives.

The next shell, of length $\sqrt3|\mathbf G_1|$, contains $\mathbf g=\mathbf b_1-\mathbf b_2$. Now $M\mathbf g=-\mathbf g$. The mirror demands $s_{-\mathbf g}=s_{\mathbf g}$ and oddness demands $s_{-\mathbf g}=-s_{\mathbf g}$, so $s_{\mathbf g}=0$. Rotation and sign reversal carry this zero to the whole shell. The next shell is $2\mathbf G_j$, which transforms like $\mathbf G_j$ and is allowed. The first correction thus has half the wavelength of the leading term.

**Q.** What happens at the two stackings with an atom above an atom of the other species?

**A.** Let AB be $\mathbf r=\boldsymbol\tau$, which puts top B above bottom N, and BA be $\mathbf r=-\boldsymbol\tau$, which puts top N above bottom B. At AB the phases $\mathbf G_j\cdot\boldsymbol\tau$ are $2\pi/3$, $2\pi/3$ and $-4\pi/3$. The last equals $2\pi/3$ modulo $2\pi$, so

$$\sum_j\sin\mathbf G_j\cdot\boldsymbol\tau=3\sin\frac{2\pi}{3}=\frac{3\sqrt3}{2}\approx2.598 .$$

At BA the sum is $-2.598$. The equality $P({\rm BA})=-P({\rm AB})$ does not depend on dropping harmonics: it is the oddness relation at $\mathbf r=\boldsymbol\tau$.

These are also the extrema of the three-sine function. With $\theta_j=\mathbf G_j\cdot\mathbf r$ and $\theta_3=-\theta_1-\theta_2$, setting the derivatives with respect to $\theta_1$ and $\theta_2$ to zero gives $\cos\theta_1=\cos\theta_2=\cos\theta_3$. The angles are therefore $\pm\theta$ each, with sum zero modulo $2\pi$. If the signs agree, $3\theta$ is a multiple of $2\pi$; if one differs, $\theta=0$. The stationary values are thus $0$ and $\pm3\sqrt3/2$.

**Q.** Then where is the dipole zero?

**A.** At AA, $\mathbf r=0$, by oddness. It also vanishes on the three lines through AA along the shortest lattice vectors. To see this, combine oddness with the mirror: $P(-M\mathbf r)=-P(\mathbf r)$. The operation $-M$ leaves fixed the line perpendicular to $\boldsymbol\tau$, which runs along $\mathbf a_1-\mathbf a_2$. On it $P=-P=0$, and rotation supplies the other two lines. The midpoint shift $\mathbf a_1/2$ lies on one of them.

Near AA the leading term is very flat. The angles sum to zero, so the linear terms cancel, and $\theta_1^3+\theta_2^3+\theta_3^3=3\theta_1\theta_2\theta_3$ gives

$$\sum_j\sin\theta_j\simeq-\frac16\sum_j\theta_j^3=-\frac12\theta_1\theta_2\theta_3 .$$

The dipole grows as the cube of a small shift, with six sectors of alternating sign.

**Q.** Which assumption carries the weight? I suspect the argument would "prove" a dipole in graphene too.

**A.** It would not. If the sublattices are equal, a rotation by $180^\circ$ about a vertical axis also preserves the layer. It changes $\mathbf r$ to $-\mathbf r$ and keeps $P$, so $P(-\mathbf r)=P(\mathbf r)$. With oddness this gives $P=0$ at every shift.

Antiparallel layers of unlike species fail differently. Let the top layer be turned by $180^\circ$ and then shifted by $\mathbf r$. Inversion makes the old bottom layer a turned top layer, and the old top layer an unturned bottom layer shifted by $-\mathbf r$. Translate by $+\mathbf r$ and the original stack is back, with reversed dipole. Again $P=0$ at every shift.

The layers must also be identical, or the horizontal mirror no longer relates $\mathbf r$ to $-\mathbf r$. Periodicity, $C$ and $M$ survive, but cosines enter and AA may be polar.

**Q.** Symmetry has left $P_1$ free. It could be zero, or smaller than the $2\mathbf G$ term. Why call the first shell leading?

**A.** That needs a physical argument. Consider one $p_z$ orbital per atom, with filled band $v$ and empty band $c$ in each isolated layer, and weak interlayer hopping $T$. In $T_{vc}$ the first index refers to the bottom layer and the second to the top. First-order perturbation theory gives a filled bottom state an amplitude of magnitude $|T_{vc}|/(E_c-E_v)$ in the empty top state. Its square is the probability transferred upward. The reverse transfer involves $T_{cv}$. Mixing filled states with each other does not change the occupied space, so it moves no net charge. Each electron moved up by $d$ adds $-ed$ to the dipole. With two spins,

$$P=-\frac{2ed}{A}\left\langle\frac{|T_{vc}|^2-|T_{cv}|^2}{(E_c-E_v)^2}\right\rangle_{\mathbf k}$$

to second order in $T$, where the brackets average over the Brillouin zone.

Now look at how $T$ depends on $\mathbf r$. Let the hopping $t$ depend on lateral separation, with two-dimensional transform $\tilde t(q)$. Between two sublattices with offset $\mathbf x=\mathbf r+\boldsymbol\tau_\beta-\boldsymbol\tau_\alpha$,

$$T_{\alpha\beta}=\sum_{\mathbf R}t(\mathbf R+\mathbf x)e^{i\mathbf k\cdot\mathbf R}
=\int\!\frac{d^2q}{(2\pi)^2}\,\tilde t(q)e^{i\mathbf q\cdot\mathbf x}\sum_{\mathbf R}e^{i(\mathbf k+\mathbf q)\cdot\mathbf R}.$$

The lattice sum is $(2\pi)^2/A$ times delta functions at $\mathbf q=-(\mathbf k+\mathbf G)$, so

$$T_{\alpha\beta}=\frac1A\sum_{\mathbf G}\tilde t(|\mathbf k+\mathbf G|)\,e^{-i(\mathbf k+\mathbf G)\cdot\mathbf x}.$$

Squaring produces products $\tilde t(q)\tilde t(q')$ that oscillate with $\mathbf Q=\mathbf q'-\mathbf q$. The triangle inequality requires $q+q'\ge|\mathbf Q|$. A short-wavelength harmonic therefore needs large $q$, where $\tilde t$ is small if hopping varies smoothly over the lattice spacing. Higher orders in $T$ also feed the $2\mathbf G$ shell. They carry extra powers of hopping over gap, but can build $2\mathbf G$ from several shorter wavevectors, so they need not be smaller than the second-order part of that shell.

**Q.** Show me the sizes, without putting the sine law in by hand.

**A.** Take rough parameters in the regime of boron nitride: $a=0.25$ nm, $d=0.33$ nm, site energies $+2.5$ eV on B and $-2.5$ eV on N, and in-plane hopping $2.5$ eV. For atoms a distance $\ell$ apart in different layers, the hopping is

$$t=(0.5\ {\rm eV})\left(\frac d\ell\right)^2\exp\left[-\frac{\ell-0.33\ {\rm nm}}{0.045\ {\rm nm}}\right].$$

Diagonalize the four-orbital Hamiltonian at each $\mathbf k$ and fill two bands. With $n_t$ and $n_b$ electrons per cell on top and bottom, and ions that neutralize two electrons per layer,

$$P=-\frac eA\left[\frac d2(n_t-2)-\frac d2(n_b-2)\right]=-\frac{ed}{2A}(n_t-n_b).$$

At AB, $(n_t-n_b)/2=0.002558$. With $A=0.05413\ {\rm nm^2}$,

$$P({\rm AB})=-\frac{0.002558\times0.33}{0.05413}\,\frac e{\rm nm}=-0.0156\,\frac e{\rm nm}=-2.50\ {\rm pC/m}.$$

BA gives $+2.50$ pC/m. Divided by a nominal thickness $2d=0.66$ nm, the magnitude is $0.38\ \mu{\rm C/cm^2}$.

A Fourier transform of $P$ over a $12\times12$ grid of shifts gives $P_1=-0.963$ pC/m and a $2\mathbf G$ amplitude of $-0.00067$ pC/m, a ratio of $0.0007$. The second shell vanishes to rounding. On this grid the three-sine law misses $P$ by at most $0.07\%$ of the peak.

| Shift $s$ in $\mathbf r=s(\mathbf a_1+\mathbf a_2)$ | Computed $P$ (pC/m) | Three sines (pC/m) |
|---|---:|---:|
| 1/12 | −0.1296 | −0.1290 |
| 1/6 | −0.8354 | −0.8336 |
| 1/4 | −1.9251 | −1.9252 |
| 1/3 (AB) | −2.4992 | −2.5008 |
| 5/12 | −1.7956 | −1.7962 |

**Q.** Your first row is off by half a percent of its own value. That is worse than your $0.07\%$.

**A.** The two errors have different references. On this line the first-shell sum is $2\sin2\pi s-\sin4\pi s$, which at $s=1/12$ is $1-0.866=0.134$. The $2\mathbf G$ sum there is $2(0.866)-0.866=0.866$, larger by a factor of $6.5$. Multiplied by the amplitude ratio $0.0007$, this gives $0.45\%$ of the local value, most of the $0.49\%$ deviation in that row; still higher shells supply the rest. Near AA both sums are cubic in the shift, and doubling the wavevectors multiplies the cubic term by $2^3=8$, so the relative weight of the next harmonic rises towards eight times the amplitude ratio.

**Q.** Does the perturbation picture explain these numbers, or merely accompany them?

**A.** At AB the second-order formula gives $-2.51$ pC/m, against $-2.50$ pC/m from diagonalization, so second order accounts for the dipole within this model. For the harmonics, the smallest equal pair of wavevectors is $|\mathbf G_1|/2$ for the first shell and $|\mathbf G_1|$ for the $2\mathbf G$ shell. The squared ratio of the corresponding transforms is

$$\left(\frac{3.50\times10^{-4}}{9.84\times10^{-3}}\right)^2\approx1.3\times10^{-3}.$$

This is a scale, not a prediction, because it ignores the band states and the average over $\mathbf k$. It also concerns only the second-order part of the dipole. Weakening the interlayer hopping isolates that part: its $2\mathbf G$ amplitude is about $+0.0018$ pC/m, or $1.8\times10^{-3}$ of $P_1$ in magnitude, close to the scale. Higher orders add about $-0.0025$ pC/m, so the computed $-0.00067$ pC/m is what remains after a partial cancellation. Changing the spacing while holding the other parameters fixed changes the largest misfit from $2.1\%$ of the peak at $0.28$ nm to $0.02\%$ at $0.43$ nm. The fall is not steady: the $2\mathbf G$ amplitude changes sign between $0.34$ and $0.35$ nm, so the misfit dips to $0.01\%$ at $0.34$ nm and is back at $0.04\%$ at $0.38$ nm. The second-order ratio alone does fall steadily, from $5.3\times10^{-3}$ at $0.28$ nm to $2.2\times10^{-4}$ at $0.43$ nm. The first shell is leading for well-separated layers, not by symmetry alone.

**Q.** And the negative sign at AB?

**A.** The zone corner K shows the mechanism. In-plane hopping cancels there, so $v$ lives on N and $c$ on B. Consider interlayer hopping with offset $\mathbf x=\pm\boldsymbol\tau$, up to a lattice vector. The three atoms related by rotation are equally distant and contribute phases $1,e^{2\pi i/3},e^{-2\pi i/3}$, up to a common factor. Their sum is zero. At AB the one pair with zero offset is bottom N and top B. Hence $T_{vc}\ne0$ and $T_{cv}=0$: electrons move up and this contribution to $P$ is negative. The computed average over all $\mathbf k$ has the same sign.

The uncoupled orbitals, top N and bottom B, remain at $-2.5$ and $+2.5$ eV. The direct gap at K is therefore $5.0$ eV. Slightly away from K the valence band rises a little, and the gap between the band extrema is about $4.99$ eV. At 300 K the factor $\exp(-E_{\rm gap}/2k_BT)$ is about $10^{-42}$ for that gap, so thermal carriers are negligible in the ideal crystal.

**Q.** Did you try the cases where you say the law fails?

**A.** Yes. At the low-symmetry shift $0.17\mathbf a_1+0.29\mathbf a_2$, antiparallel layers gave zero to rounding. So did equal site energies, computed with the two lowest states filled on a $\mathbf k$ mesh that misses the gapless points near the zone corners.

For unlike layers, I reduced the top layer's site energies by $20\%$. The dipole at AA became $+0.32$ pC/m, and $P({\rm AB})+P({\rm BA})$ became $+0.43$ pC/m instead of zero. A substrate or electrode on one side also breaks the exchange symmetry, though this example does not give its magnitude.

**Q.** You slid the layers at fixed height. Real layers ride up when like atoms face each other.

**A.** In this model that matters more than the higher harmonics of the rigid stack. A relaxed spacing has the same symmetry as the energy: even in $\mathbf r$, threefold and mirror symmetric. The symmetry results therefore stand, but the shape changes. Let $S=\sum_j\sin\theta_j$, $K=\sum_j\cos\theta_j$ and $S_2=\sum_j\sin2\theta_j$. Take the simplest such profile, a spacing whose rise is proportional to $K+\tfrac32$. It is zero at AB and BA, where $K=-3/2$, and largest at AA, where $K=3$. A larger spacing reduces the first-shell amplitude, so to first order in the rise, with a small positive constant $\eta$,

$$P\simeq P_1S\left[1-\eta\left(K+\tfrac32\right)\right].$$

The product is

$$SK=\tfrac12S_2+\sum_{i<j}\sin(\theta_i+\theta_j)=\tfrac12S_2-S,$$

because two angles sum to minus the third. Therefore

$$P\simeq P_1\left[\left(1-\tfrac\eta2\right)S-\tfrac\eta2S_2\right].$$

The loss in the first amplitude reappears as a $2\mathbf G$ amplitude of opposite sign. With the AB spacing held at $0.33$ nm and AA raised by $0.025$ nm, diagonalization changes $P_1$ from $-0.963$ to $-0.853$ pC/m. The linear estimate for the $2\mathbf G$ amplitude is then $+0.11$ pC/m; the computed value is $+0.097$ pC/m. The three-sine misfit rises to $11\%$ of the peak. AB and BA themselves are unchanged, since their spacing was held fixed.

**Q.** How much of your $2.5$ pC/m should I believe for boron nitride?

**A.** The order of magnitude. The lattice constant and spacing are close to the real ones, and measured dipoles are roughly 2 pC/m, but the closeness is no validation. The $p_z$ model omits sigma electrons and the deformation of orbitals within atoms.

The bare dipole makes a potential step $P/\varepsilon_0=-0.28$ V from bottom to top, which raises electron energies on top and opposes the transfer. Including this feedback self-consistently reduces the AB magnitude to $2.26$ pC/m. Separately, a background of relative permittivity 3 filling the space between fixed charge sheets would divide the bare dipole by 3, leaving $0.83$ pC/m. That is a crude continuum estimate, but it shows that omitted screening can change the value severalfold. The interlayer hopping matters too: to second order the dipole scales as its square, so a $20\%$ error in the hopping changes the dipole by about $40\%$.

Thermal sliding is milder. For independent Gaussian displacements $\mathbf u$ of rms size $u_0$ along each axis, the average of $\sin\mathbf G\cdot\mathbf u$ vanishes, so

$$\langle\sin\mathbf G\cdot(\mathbf r+\mathbf u)\rangle=e^{-G^2u_0^2/2}\sin\mathbf G\cdot\mathbf r .$$

For an illustrative $u_0=0.01$ nm and $|\mathbf G_1|=29.0\ {\rm nm^{-1}}$, the factor is $0.96$.

**Q.** Can a field use the sign reversal to switch the stack?

**A.** It can favour one stacking. An upward field $E$ favours BA here, by an energy per cell, to first order in the field and with the bare dipole, of

$$2|P|AE=0.17\ {\rm meV}\quad\text{at}\quad E=1\ {\rm MV/cm}.$$

At fixed AB stacking the same field changes $P$ by $+0.03$ pC/m through charge transfer between the layers, about $1\%$ of its magnitude. Polarization inside each layer, which the $p_z$ model omits, is larger: a slab of relative permittivity 3 and thickness $t=0.66$ nm, with field $E$ outside it, gains $\varepsilon_0(1-\tfrac13)Et=0.39$ pC/m. That is still below even the screened estimate of $0.83$ pC/m, so a field of this strength is not expected to reverse the dipole electronically. Reversal then requires sliding. A uniform domain of 1000 cells gains about $0.17$ eV with the bare dipole, or $0.06$ eV with the screened estimate, but whether it switches depends on sliding barriers and domain walls, which this calculation does not contain. The numerical output below gives more digits for most of these values.

## Numbers as computed

```
lattice constant 0.25 nm, layer spacing 0.33 nm
site energies +/-2.5 eV, in-plane hopping 2.5 eV
vertical hopping 0.5 eV, decay length 0.045 nm
cell area 0.05413 nm^2, |G1| 29.021 1/nm
sine sum at AB 2.59808, at BA -2.59808
P at AB -2.4992 pC/m
P at BA 2.4992 pC/m
P at AB over thickness 2d -0.3787 uC/cm2
net electrons moved up at AB 0.002558 per cell
first-shell amplitude P1 -0.9626 pC/m
largest second-shell amplitude 1.9e-14 pC/m
2G-shell amplitude -0.00067 pC/m
ratio of 2G to first shell 0.00070
largest misfit of three-sine law 0.071 % of peak
shift 0.0833(a1+a2): P -0.1296, three-sine -0.1290 pC/m
shift 0.1667(a1+a2): P -0.8354, three-sine -0.8336 pC/m
shift 0.2500(a1+a2): P -1.9251, three-sine -1.9252 pC/m
shift 0.3333(a1+a2): P -2.4992, three-sine -2.5008 pC/m
shift 0.4167(a1+a2): P -1.7956, three-sine -1.7962 pC/m
equal sublattices, general shift: P -0.0e+00 pC/m
antiparallel, general shift: P -0.0e+00 pC/m
top site energies cut by 20 %: P at AA 0.3181 pC/m
same unlike layers: P(AB)+P(BA) 0.4312 pC/m
second-order P at AB -2.5090 pC/m
hopping transform at |G1|/2 9.839e-03, at |G1| 3.497e-04 eV nm^2
squared ratio of these transforms 1.26e-03
misfit at spacing 0.28 nm 2.075 %
misfit at spacing 0.43 nm 0.0203 %
AA spacing raised by 0.025 nm: P1 -0.8533 pC/m
same: 2G amplitude 0.0965 pC/m, misfit 11.30 %
potential step of bare P at AB -0.2823 V
P at AB with feedback -2.2594 pC/m
P at AB over rough permittivity 3: -0.8331 pC/m
applied upward field 1.0 MV/cm
field-induced change of P at AB 0.03211 pC/m
AB-BA energy difference in field 0.16886 meV per cell
thermal sliding 0.01 nm rms per axis: P1 factor 0.9588
smallest direct gap at AB on k mesh 5.0000 eV
carrier factor exp(-gap/2kT) at 300 K 1.0e-42
```
